# Kawamura's optimized tetrahedron method for Brillouin-zone integration: derivation, errors and use: verification in Python

```python
# Optimized tetrahedron method. Under test: the 4x20 matrix P with e_m = sum_n P[m,n] f_n,
# e_m = corner values of the linear function closest (L2 over the tetrahedron) to the cubic
# interpolating f at: corners k_i; 2k_i-k_j; k_i-k_j+k_k. x_i = barycentric coordinates,
# <x^al> = 3! al!/(|al|+3)!, a degree-d monomial projects to 24 al!(5 al_m+1-d)/(d+4)!.
# w_i = <x_i theta(mu-e)>, Omega = <(e-mu) theta(mu-e)>, W_k = grid weights, h = 2 pi/n.
# Model band eps = -2t(cos kx a + cos ky a + cos kz a) on an n^3 Gamma-centred grid.
import numpy as np, sympy as sp, itertools as it
from fractions import Fraction as Fr
from math import factorial as fac, prod, pi, log2
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1, i0
from scipy.constants import physical_constants as pc
rng = np.random.default_rng(1)
I4 = np.eye(4, dtype=int)
edges = [(m, (m+s) % 4) for s in (1, 2, 3) for m in range(4)]
faces = [(3, 0, 1), (0, 1, 2), (1, 2, 3), (2, 3, 0)]
S = np.array(list(I4) + [2*I4[i]-I4[j] for i, j in edges] + [I4[i]-I4[j]+I4[k] for i, j, k in faces])

# ---- P from the derived closed formulas
U = np.array([[Fr(int(r == c)) for c in range(20)] for r in range(20)], dtype=object)
a, g = U[:4], {e: U[4+n] for n, e in enumerate(edges)}
coef = {tuple(3*I4[i]): a[i] for i in range(4)}
for i, j in edges:
    coef[tuple(2*I4[i]+I4[j])] = (15*a[i]+6*a[j]-2*g[i, j]-g[j, i])/6
for n, (i, j, k) in enumerate(faces):
    coef[tuple(I4[i]+I4[j]+I4[k])] = (3*a[i]+2*a[j]+3*a[k]+(g[i, j]-g[j, i]+g[k, j]-g[j, k])/6
                                      - (g[i, k]+g[k, i])/2-U[16+n])
afac = lambda al: prod(fac(int(p)) for p in al)
proj = lambda al, m: Fr(24*afac(al)*int(5*al[m]+1-sum(al)), fac(int(sum(al))+4))
for n in range(20):   # the derived cubic really interpolates
    val = sum(prod(int(S[n, i])**int(al[i]) for i in range(4))*v for al, v in coef.items())
    assert all(val == U[n])
Pq = np.array([sum(proj(al, m)*v for al, v in coef.items()) for m in range(4)])
P = Pq.astype(float)

# ---- P from the definition: Cartesian Vandermonde and symbolic integrals
x, y, z = sp.symbols('x y z')
cache = {}
def avg(expr):
    tot = 0
    for p, c in sp.Poly(expr, x, y, z).terms():
        if p not in cache:
            cache[p] = 6*sp.integrate(x**p[0]*y**p[1]*z**p[2], (z, 0, y), (y, 0, x), (x, 0, 1))
        tot += c*cache[p]
    return tot
K0 = np.array([[0, 0, 0], [1, 0, 0], [1, 1, 0], [1, 1, 1]])
pw = [p for p in it.product(range(4), repeat=3) if sum(p) <= 3]
V = sp.Matrix([[prod(int(c)**q for c, q in zip(pt, p)) for p in pw] for pt in S@K0])
lin = [sp.Integer(1), x, y, z]
G = sp.Matrix(4, 4, lambda r, c: avg(lin[r]*lin[c]))
B = sp.Matrix(4, 20, lambda r, c: avg(lin[r]*x**pw[c][0]*y**pw[c][1]*z**pw[c][2]))
C = sp.Matrix([[1]+[int(c) for c in k] for k in K0])
Pdef = V.T.LUsolve((C*G.inv()*B).T).T
assert all(Pdef[m, n] == sp.Rational(Pq[m, n].numerator, Pq[m, n].denominator)
           for m in range(4) for n in range(20))
bary = [1-x, x-y, y-z, z]
Gi = sp.Matrix(4, 4, lambda r, c: avg(bary[r]*bary[c])).inv()
assert Gi == 20*sp.eye(4)-4*sp.ones(4, 4)
for al in it.product(range(4), repeat=4):
    if sum(al) <= 3:
        mon = sp.Mul(*[b**p for b, p in zip(bary, al)])
        assert avg(mon) == sp.Rational(6*afac(al), fac(sum(al)+3))
        e = Gi*sp.Matrix([avg(b*mon) for b in bary])
        assert all(e[m] == sp.Rational(proj(al, m).numerator, proj(al, m).denominator) for m in range(4))
assert all((1260*v).denominator == 1 for v in Pq.ravel())
assert np.allclose(P@S, I4, atol=1e-14)
idx = {tuple(s): n for n, s in enumerate(S)}
nsym = 0
for p in it.permutations(range(4)):
    im = [idx.get(tuple(s[list(p)])) for s in S]
    if None not in im:
        nsym += 1
        assert all(Pq[p[m], n] == Pq[m, im[n]] for m in range(4) for n in range(20))
assert nsym == 8
for m in range(4):
    for b in range(5):
        assert all(Pq[m, 4*b:4*b+4] == np.roll(Pq[0, 4*b:4*b+4], m))
    print(f"1260*P row {m+1}:", *[int(1260*v) for v in Pq[m]])
print("corner permutations preserving the stencil:", nsym)

# ---- quadrature on the tetrahedron, shape independence, quadratic shift, local order
t1, w1 = np.polynomial.legendre.leggauss(5); t1, w1 = (t1+1)/2, w1/2
u, v, w = [q.ravel() for q in np.meshgrid(t1, t1, t1, indexing='ij')]
Wq = 6*np.einsum('i,j,k->ijk', w1, w1, w1).ravel()*u*u*v
Xq = np.stack([1-u, u-u*v, u*v-u*v*w, u*v*w], 1)
lsq = lambda f: np.linalg.lstsq(Xq*np.sqrt(Wq)[:, None], f*np.sqrt(Wq), rcond=None)[0]
Kr = np.array([[0.1, 0, 0.2], [1.2, 0.3, -0.1], [0.4, 0.9, 0.3], [-0.2, 0.5, 1.1]])
van = lambda pts: np.stack([np.prod(pts**np.array(p), 1) for p in pw], 1)
fr = rng.normal(size=20)
assert np.allclose(lsq(van(Xq@Kr)@np.linalg.solve(van(S@Kr), fr)), P@fr, atol=1e-9)
H = rng.normal(size=(3, 3)); H = H+H.T
fq = lambda k: 0.5*np.einsum('ni,ij,nj->n', k, H, k)+k@np.array([0.3, -1, 2.])
sh = [sum((5*(m in (i, j))-1)*(Kr[i]-Kr[j])@H@(Kr[i]-Kr[j])
          for i in range(4) for j in range(i+1, 4))/60 for m in range(4)]
assert np.allclose(lsq(fq(Xq@Kr)), fq(Kr)-sh, atol=1e-11)
assert np.allclose(P@fq(S@Kr), fq(Kr)-sh, atol=1e-11)
fe = lambda k: np.exp(k@np.array([0.7, -0.4, 0.9]))
er = [np.abs(P@fe(s*S@Kr)-lsq(fe(s*Xq@Kr))).max() for s in (0.1, 0.05)]
assert abs(log2(er[0]/er[1])-4) < 0.3
print(f"local order of P f minus exact projection: {log2(er[0]/er[1]):.2f}")

# ---- occupation weights of a linear band (columns = tetrahedra)
def occ(e, mu):
    o = np.argsort(e, 0); s = np.take_along_axis(e, o, 0); ws = np.zeros_like(s)
    ws[:, s[3] <= mu] = 0.25
    M = (s[0] < mu) & (mu <= s[1]); e1, e2, e3, e4 = s[:, M]; d = mu-e1
    r = np.array([d/(e2-e1), d/(e3-e1), d/(e4-e1)]); c = r.prod(0)/4
    ws[:, M] = np.vstack([c*(4-r.sum(0)), c*r])
    M = (s[1] < mu) & (mu <= s[2]); e1, e2, e3, e4 = s[:, M]
    r31, r41, r32, r42 = (mu-e1)/(e3-e1), (mu-e1)/(e4-e1), (mu-e2)/(e3-e2), (mu-e2)/(e4-e2)
    c1, c2, c3 = r41*r31/4, r41*r32*(1-r31)/4, r42*r32*(1-r41)/4
    ws[:, M] = [c1+(c1+c2)*(1-r31)+(c1+c2+c3)*(1-r41), c1+c2+c3+(c2+c3)*(1-r32)+c3*(1-r42),
                (c1+c2)*r31+(c2+c3)*r32, (c1+c2+c3)*r41+c3*r42]
    M = (s[2] < mu) & (mu < s[3]); e1, e2, e3, e4 = s[:, M]; d = e4-mu
    r = np.array([d/(e4-e1), d/(e4-e2), d/(e4-e3)]); c = r.prod(0)/4
    ws[:, M] = 0.25-np.vstack([c*r, c*(4-r.sum(0))])
    out = np.empty_like(ws); np.put_along_axis(out, o, ws, 0)
    return out
omT = lambda e, mu: -sum(max(mu-e[i], 0)**4/(4*prod(e[j]-e[i] for j in range(4) if j != i)) for i in range(4))
et = np.array([0.9, -0.6, 1.7, 0.2]); Xm = rng.dirichlet(np.ones(4), 1000000); em = Xm@et
for mu in (-0.1, 0.5, 1.2, 2.0):
    wi = occ(et[:, None], mu)[:, 0]
    fd = [(omT(et+1e-5*I4[i], mu)-omT(et-1e-5*I4[i], mu))/2e-5 for i in range(4)]
    assert np.allclose(wi, fd, atol=1e-8)
    smp = np.column_stack([Xm, em-mu])*(em < mu)[:, None]     # Monte Carlo, 5 sigma
    assert np.all(np.abs(smp.mean(0)-np.append(wi, omT(et, mu))) < 5*smp.std(0)/1000)

# ---- model band
t, alat, nel, beta = 1.0, 3.0, 0.25, 0.5
Ha = pc['Hartree energy in eV'][0]
offs = [S@np.vstack([np.zeros(3, int), np.cumsum(np.eye(3, dtype=int)[list(p)], 0)])
        for p in it.permutations(range(3))]
Plin = np.eye(4, 20)
def band(n):
    c = -2*t*np.cos(2*pi*np.arange(n)/n)
    return c[:, None, None]+c[None, :, None]+c[None, None, :]
gather = lambda E, of: np.array([np.roll(E, tuple(-o), (0, 1, 2)).ravel() for o in of])
corners = lambda E, Q: np.hstack([Q@gather(E, of) for of in offs])
def gridw(E, mu):
    W = np.zeros_like(E)
    for of in offs:
        c = P.T@occ(P@gather(E, of), mu)
        for n, o in enumerate(of):
            W += np.roll(c[n].reshape(E.shape), tuple(o), (0, 1, 2))
    return W/(6*E.size)
print(f"t = {t} eV, a = {alat} angstrom, electrons/cell = {nel}, beta = {beta} 1/eV")
n, cell = 8, np.array([2, 1, 0]); E = band(n)
print(f"worked tetrahedron: n = {n}, step = {2*pi/n/alat:.4f} 1/angstrom, h = {2*pi/n:.4f}")
print("corner grid indices:", *[tuple(int(q) for q in cell+o) for o in offs[0][:4]])
f20 = np.array([E[tuple((cell+o) % n)] for o in offs[0]])
for b in range(5):
    print(f"eps at points {4*b+1}-{4*b+4} (eV):", *[f"{q+0:.4f}" for q in np.round(f20[4*b:4*b+4], 4)])
ex = lsq(-2*t*np.cos(2*pi/n*(cell+Xq@offs[0][:4])).sum(1))
print("effective corners P f (eV):", *[f"{q:.4f}" for q in P@f20])
print("exact-band projection (eV):", *[f"{q:.4f}" for q in ex])
assert np.abs(P@f20-ex).max() < 0.3*np.abs(f20[:4]-ex).max()
c1s = [P[0]@np.array([E[tuple((cell+o) % n)] for o in of]) for of in offs]
print("corner 1 in the six tetrahedra (eV):", *[f"{q:.4f}" for q in c1s])
assert np.ptp(c1s) > 1e-3

m2, mexp = 6*t*t, i0(2*beta*t)**3
print(f"exact <eps^2> = {m2:.4f} eV^2, exact <exp(-beta eps)> = {mexp:.6f}")
err = {}
for n in (24, 48):
    for nm, Q in (('lin', Plin), ('opt', P)):
        e = corners(band(n), Q)
        s2 = ((e**2).sum(0)+e.sum(0)**2).mean()/20
        se = sum(wq*np.exp(-beta*(xq@e)).mean() for xq, wq in zip(Xq, Wq))
        err[n, nm] = np.array([s2-m2, se-mexp])
        print(f"n={n} {nm}: err <eps^2> = {s2-m2:.4e} eV^2, err <exp> = {se-mexp:.4e}")
for nm, order in (('lin', 2), ('opt', 4)):
    ob = np.log2(err[24, nm]/err[48, nm]); assert np.all(np.abs(ob-order) < 0.3)
    print(f"observed order {nm}: {ob[0]:.2f} (eps^2), {ob[1]:.2f} (exp)")
pr = -(t*2*pi/48)**2
assert abs(err[48, 'lin'][0]/pr-1) < 0.05
print(f"predicted lin err <eps^2>, n=48: {pr:.4e} eV^2")

g2 = lambda s: ellipkm1(s*s/(16*t*t))/(2*pi*pi*t)
assert abs(2*quad(g2, 0, 4*t, limit=200)[0]-1) < 1e-7
k0 = lambda yv: np.arccos(np.clip(-yv/(2*t), -1, 1))
Nex = lambda mu: quad(lambda s: g2(s)*k0(mu-s)/pi, -4*t, mu+2*t, epsabs=1e-12, limit=200)[0]
mu0 = brentq(lambda m: 2*Nex(m)-nel, -5*t, -2.05*t, xtol=1e-12)
E0 = 2*quad(lambda s: g2(s)*(s*k0(mu0-s)-2*t*np.sin(k0(mu0-s)))/pi, -4*t, mu0+2*t, epsabs=1e-12, limit=200)[0]
print(f"exact mu = {mu0:.6f} eV = {mu0/Ha:.6f} Ha")
print(f"exact band energy = {E0:.6f} eV/cell = {E0/Ha:.6f} Ha/cell")
res = {}
for n in (8, 12, 16, 24, 32):
    for nm, Q in (('lin', Plin), ('opt', P)):
        e = np.sort(corners(band(n), Q), 0)
        mu = brentq(lambda m: 2*occ(e, m).sum(0).mean()-nel, -4*t, -1.5*t, xtol=1e-10)
        Eb = 2*(occ(e, mu)*e).sum(0).mean(); res[n, nm] = np.array([mu-mu0, Eb-E0])
        print(f"n={n} {nm}: mu = {mu:.5f} eV (err {mu-mu0:+.5f}), E = {Eb:.5f} eV (err {Eb-E0:+.5f})")
    assert np.all(np.abs(res[n, 'opt']) < (1 if n < 16 else 0.25)*np.abs(res[n, 'lin']))
for n in (24, 32):
    pr = -np.array([mu0, E0])*(2*pi/n)**2/12
    assert np.all(np.abs(res[n, 'lin']/pr-1) < 0.2)   # leading order only
    print(f"n={n} predicted lin err: mu {pr[0]:+.5f} eV, E {pr[1]:+.5f} eV")

n = 12; E = band(n); mu = mu0+res[n, 'opt'][0]; W = gridw(E, mu)
assert abs(2*W.sum()-nel) < 1e-8 and abs(2*(W*E).sum()-E0-res[n, 'opt'][1]) < 1e-10
assert np.allclose(gridw(E, 10*t)*E.size, 1, atol=1e-12)
def omega(Eg):
    e = corners(Eg, P); return (occ(e, mu)*(e-mu)).sum(0).mean()
for k in (W.argmin(), W.argmax()):
    D = np.zeros(E.size); D[k] = 1e-4; D = D.reshape(E.shape)
    fdw = (omega(E+D)-omega(E-D))/2e-4
    assert abs(fdw-W.ravel()[k])*E.size < 1e-5
    print(f"n={n}: Nk*W = {W.ravel()[k]*E.size:.5f}, Nk*dOmega/deps = {fdw*E.size:.5f}, eps = {E.ravel()[k]:.4f} eV")
assert W.min() < 0 and W.max()*E.size > 1
print("OK")
```

Printed output:

```
1260*P row 1: 1440 0 30 0 -38 7 17 -28 -56 9 -46 9 -38 -28 17 7 -18 -18 12 -18
1260*P row 2: 0 1440 0 30 -28 -38 7 17 9 -56 9 -46 7 -38 -28 17 -18 -18 -18 12
1260*P row 3: 30 0 1440 0 17 -28 -38 7 -46 9 -56 9 17 7 -38 -28 12 -18 -18 -18
1260*P row 4: 0 30 0 1440 7 17 -28 -38 9 -46 9 -56 -28 17 7 -38 -18 12 -18 -18
corner permutations preserving the stencil: 8
local order of P f minus exact projection: 4.03
t = 1.0 eV, a = 3.0 angstrom, electrons/cell = 0.25, beta = 0.5 1/eV
worked tetrahedron: n = 8, step = 0.2618 1/angstrom, h = 0.7854
corner grid indices: (2, 1, 0) (3, 1, 0) (3, 2, 0) (3, 2, 1)
eps at points 1-4 (eV): -3.4142 -2.0000 -0.5858 0.0000
eps at points 5-8 (eV): -4.8284 -2.5858 0.0000 3.4142
eps at points 9-12 (eV): -5.4142 -2.0000 1.4142 2.8284
eps at points 13-16 (eV): -4.8284 -1.4142 0.8284 1.4142
eps at points 17-20 (eV): 0.5858 -2.0000 -1.4142 -2.8284
effective corners P f (eV): -3.4224 -2.0673 -0.6334 -0.2102
exact-band projection (eV): -3.4221 -2.0751 -0.6398 -0.2376
corner 1 in the six tetrahedra (eV): -3.4224 -3.4591 -3.5052 -3.5972 -3.6040 -3.6592
exact <eps^2> = 6.0000 eV^2, exact <exp(-beta eps)> = 2.029406
n=24 lin: err <eps^2> = -6.8148e-02 eV^2, err <exp> = -1.5382e-02
n=24 opt: err <eps^2> = -8.7056e-04 eV^2, err <exp> = -1.9525e-04
n=48 lin: err <eps^2> = -1.7110e-02 eV^2, err <exp> = -3.8718e-03
n=48 opt: err <eps^2> = -5.4707e-05 eV^2, err <exp> = -1.2271e-05
observed order lin: 1.99 (eps^2), 1.99 (exp)
observed order opt: 3.99 (eps^2), 3.99 (exp)
predicted lin err <eps^2>, n=48: -1.7135e-02 eV^2
exact mu = -2.894041 eV = -0.106354 Ha
exact band energy = -1.004927 eV/cell = -0.036930 Ha/cell
n=8 lin: mu = -2.75337 eV (err +0.14067), E = -0.95464 eV (err +0.05029)
n=8 opt: mu = -2.87703 eV (err +0.01701), E = -0.99938 eV (err +0.00555)
n=12 lin: mu = -2.82734 eV (err +0.06670), E = -0.98224 eV (err +0.02269)
n=12 opt: mu = -2.89069 eV (err +0.00335), E = -1.00379 eV (err +0.00114)
n=16 lin: mu = -2.85723 eV (err +0.03681), E = -0.99208 eV (err +0.01284)
n=16 opt: mu = -2.89290 eV (err +0.00114), E = -1.00456 eV (err +0.00037)
n=24 lin: mu = -2.87740 eV (err +0.01664), E = -0.99920 eV (err +0.00572)
n=24 opt: mu = -2.89391 eV (err +0.00014), E = -1.00485 eV (err +0.00007)
n=32 lin: mu = -2.88476 eV (err +0.00928), E = -1.00170 eV (err +0.00322)
n=32 opt: mu = -2.89398 eV (err +0.00006), E = -1.00490 eV (err +0.00002)
n=24 predicted lin err: mu +0.01653 eV, E +0.00574 eV
n=32 predicted lin err: mu +0.00930 eV, E +0.00323 eV
n=12: Nk*W = -0.03381, Nk*dOmega/deps = -0.03381, eps = -1.0000 eV
n=12: Nk*W = 1.05670, Nk*dOmega/deps = 1.05670, eps = -3.7321 eV
OK
```
